# Why n-type doping speeds the spontaneous etching of silicon by chlorine atoms

## 1. What dimensions fix

An electron that moves from n-type silicon to an adsorbed chlorine atom leaves an ionized donor behind. Let $N_-$ be the number of charged chlorine atoms per area, $N_D$ the density of ionized donors, $\varepsilon=\varepsilon_0\varepsilon_s$ the permittivity of silicon and $V$ the voltage across the layer emptied of electrons. In a mean-field description only the charge densities $\sigma=eN_-$ and $\rho=eN_D$ enter, not $e$ separately. Try $\sigma=C\rho^a\varepsilon^bV^c$ with $C$ a pure number. The units are C/m² for $\sigma$, C/m³ for $\rho$ and C/(V m) for $\varepsilon$, so

- coulombs: $a+b=1$;
- volts: $c-b=0$;
- metres: $3a+b=2$.

Subtracting the first condition from the third gives $2a=1$. Hence $a=b=c=\tfrac12$ and

$$eN_-=C\sqrt{eN_D\,\varepsilon V}.$$

At given voltage, doping sets the number of charged atoms through a square root. This says nothing yet about how easily a charged atom enters the lattice. The two questions are separate, and a doping effect on the rate needs both answers.

The model assumes that entry of chlorine beneath the surface limits etching, that one silicon atom leaves per entry, and that chlorine is supplied fast enough to keep $N_0$ adsorption sites per area filled. There is no ion bombardment.

## 2. The rate, with both contributions left open

A neutral atom enters at the rate $\nu e^{-E_0/kT}$. A charged one has the barrier $E_0-\delta$ and, by assumption, the same attempt frequency $\nu$. If electrons are exchanged with silicon faster than atoms enter, a fraction $f=N_-/N_0$ is charged at any time, and

$$R=\nu N_0\left[(1-f)e^{-E_0/kT}+f e^{-(E_0-\delta)/kT}\right].$$

Taking out $e^{-E_0/kT}$ and writing $G=e^{\delta/kT}$ gives

$$R=\nu N_0e^{-E_0/kT}\,[1+f(G-1)].$$

For heavy (h) and light (l) doping, with the barriers held fixed,

$$\frac{R_h}{R_l}=\frac{1+f_h(G-1)}{1+f_l(G-1)}.$$

If $\delta=0$, then $G=1$ and the ratio is 1: electron transfer without easing has no effect. If $f_h=f_l$, the ratio is again 1, however large the easing. For $G\to\infty$ it tends to $f_h/f_l$. If $\delta<0$, the charged atoms enter more slowly and heavy doping slows etching.

## 3. First contribution: how many atoms are charged

**Occupation.** Let the acceptor level of adsorbed chlorine lie $\Delta$ below the conduction edge at the surface. In the bulk that edge is $\zeta=E_c-E_F$ above the Fermi level, and at the surface it is raised by the band bending $\psi$. The acceptor level is then at $E_A-E_F=\zeta+\psi-\Delta$. Neutral and charged states have weights $1$ and $e^{-(E_A-E_F)/kT}$, with spin degeneracy set to one, so

$$f=\frac{1}{1+e^{(\psi+\zeta-\Delta)/kT}},\qquad \psi=\Delta-\zeta+kT\ln\frac{1-f}{f}.$$

**Neutrality.** Let $u(x)$ be the local band bending, with $x$ running towards the surface. The electrostatic potential is $-u/e$, so Poisson's equation reads

$$u''=\frac{e^2}{\varepsilon}[N_D-n(u)].$$

Holes are neglected here. Multiply by $2u'$ and integrate from the bulk, where $u=u'=0$, to the surface:

$$u'^2_{\rm surf}=\frac{2e^2}{\varepsilon}\left[N_D\psi-\int_0^\psi n(u)\,du\right].$$

With no field outside, Gauss's law gives $eN_-=\varepsilon u'_{\rm surf}/e$. The electron density is $n(u)=N_cF_{1/2}(\eta-u/kT)$, where $\eta=-\zeta/kT$, $N_c$ is the effective density of states and

$$F_j(\eta)=\frac1{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}}.$$

Since $F_{3/2}'=F_{1/2}$, the integral is $kTN_c[F_{3/2}(\eta)-F_{3/2}(\eta-\psi/kT)]$. Bulk neutrality gives $N_c=N_D/F_{1/2}(\eta)$, and therefore

$$N_-^2=\frac{2\varepsilon N_D}{e^2}\left[\psi-kT\,\frac{F_{3/2}(\eta)-F_{3/2}(\eta-\psi/kT)}{F_{1/2}(\eta)}\right].$$

For light doping $F_j(\eta)\to e^\eta$, and the bracket becomes $\psi-kT(1-e^{-\psi/kT})$. For $\psi\gg kT$ it is nearly $\psi$, which gives $C=\sqrt2$ in the dimensional formula. As a test, direct numerical integration of Poisson's equation at $10^{15}$ and $10^{20}$ cm⁻³ reproduced $N_-$ to within one part in $10^5$.

**Numbers.** Take 300 K, so $kT=0.02585$ eV, with $\varepsilon_s=11.7$, $N_0=6.78\times10^{14}$ cm⁻² (one site per surface atom of Si(100)) and the model value $\Delta=0.60$ eV. The occupation formula can be checked with the self-consistent values of $f$:

$$\psi_l=0.60-0.265+0.02585\ln\frac{1-1.23\times10^{-4}}{1.23\times10^{-4}}=0.568\ \text{eV},$$

$$\psi_h=0.60+0.064+0.02585\ln\frac{1-0.0444}{0.0444}=0.743\ \text{eV}.$$

The plus sign before 0.064 appears because the Fermi level lies above the conduction edge at $10^{20}$ cm⁻³. The charged densities are $8.4\times10^{10}$ and $3.0\times10^{13}$ cm⁻², a ratio of 360. The square root of the doping ratio supplies $\sqrt{10^5}=316$; the remaining factor of 1.14 comes from the larger band bending.

Even at heavy doping, only about 4% of the sites are charged. Each transferred electron raises the bands for the next, and transfer stops with the acceptor level above the Fermi level, by 0.08 eV at heavy doping and 0.23 eV at light doping. More donors supply the balancing charge within a shorter distance: $N_-/N_D$ is 837 nm for light doping and 3.0 nm for heavy doping.

## 4. Second contribution: polarization eases entry

A charge has lower electrostatic energy inside a dielectric than at its edge. To find the difference, represent the ion by a charge $e$ spread over a plane parallel to the surface as a Gaussian of width $s$, at depth $z\geq0$. Its Fourier amplitude is $e\,e^{-k^2s^2/2}$.

For a unit sheet charge of wavevector $k$ at depth $z$, the potential at depth $z'$ in silicon is

$$\phi_k(z')=\frac{1}{2\varepsilon_0\varepsilon_sk}\left[e^{-k|z'-z|}+\beta e^{-k(z'+z)}\right].$$

Outside it decays away from the surface with an amplitude proportional to $t$. Continuity of the potential gives $1+\beta=t$, and continuity of the normal displacement gives $\varepsilon_s(1-\beta)=t$. Eliminating $t$,

$$\beta=\frac{\varepsilon_s-1}{\varepsilon_s+1}.$$

The energy is half the charge times its own potential, summed over wavevectors:

$$U(z)=\frac{e^2}{2}\int\frac{d^2k}{(2\pi)^2}e^{-k^2s^2}\phi_k(z)
=\frac{e^2}{8\pi\varepsilon_0\varepsilon_s}\int_0^\infty dk\,e^{-k^2s^2}(1+\beta e^{-2kz}).$$

Here $d^2k=2\pi k\,dk$ has cancelled the $1/k$. Completing the square, $k^2s^2+2kz=(ks+z/s)^2-z^2/s^2$, gives

$$\int_0^\infty e^{-k^2s^2-2kz}dk=\frac{\sqrt\pi}{2s}\,\mathrm{erfcx}(z/s),\qquad \mathrm{erfcx}(y)=e^{y^2}\mathrm{erfc}(y).$$

With $U_0=\sqrt\pi e^2/(16\pi\varepsilon_0s)$, therefore, $U(z)=U_0[1+\beta\,\mathrm{erfcx}(z/s)]/\varepsilon_s$. If the ion starts at the interface and the top of the barrier lies at depth $b$, the easing is

$$\delta=U(0)-U(b)=\frac{U_0\beta}{\varepsilon_s}\left[1-\mathrm{erfcx}(b/s)\right].$$

The function erfcx falls from 1 towards 0, so $\delta$ is positive. It vanishes for $b\to0$ and for $\varepsilon_s\to1$. It contains no doping.

For $s=0.15$ nm and $b=0.20$ nm, the energies are 0.670 eV at the interface and 0.471 eV at the barrier, so $\delta=0.199$ eV. A finite-difference solution of the same dielectric problem, used as a test, also gives 0.199 eV. Each charged atom enters faster by $G=e^{0.1988/0.02585}\approx2.2\times10^3$.

In terms of electron levels, the charged-to-neutral weight at the barrier is $e^{-(E_A-E_F)/kT}e^{\delta/kT}=e^{-(E_A-\delta-E_F)/kT}$. The chlorine atom binds its electron more deeply, by $\delta$, on its way into the crystal.

## 5. Third contribution: the pull of the donors

The positive donors also attract the negative ion inward. The average field just inside silicon is $F=eN_-/(\varepsilon_0\varepsilon_s)$, or 4.66 MV/cm at $10^{20}$ cm⁻³. Held at this value over 0.20 nm, it would lower the barrier by 93 meV (90 meV when its fall with depth is included). A single ion does not feel this field, because much of it comes from the other ions, which lie beside it in the same plane.

An ion at the interface produces the potential of a charge in a medium of mean relative permittivity $(\varepsilon_s+1)/2$. A uniform sheet of such ions therefore has a field of magnitude $eN_-/[\varepsilon_0(\varepsilon_s+1)]$ on either side. What remains of $F$ is due to the donors:

$$F_D=\frac{eN_-}{\varepsilon_0}\left(\frac1{\varepsilon_s}-\frac1{\varepsilon_s+1}\right)=\frac{F}{\varepsilon_s+1}.$$

This is $4.66/12.7=0.367$ MV/cm at the surface, which held constant would be worth 7.3 meV over 0.20 nm. But the donor field falls with depth at the rate $eN_D/(\varepsilon_0\varepsilon_s)$, which removes $e^2N_Db^2/(2\varepsilon_0\varepsilon_s)=3.1$ meV, so the donors give 4.2 meV. (The numerical output lists the surface-value estimate.) The neighbours repel the ion. As it moves down by $b$, its energy falls in proportion to

$$\sum_{j}\left[\frac1{r_j}-\frac1{\sqrt{r_j^2+b^2}}\right]\approx\frac{b^2}{2}\sum_j\frac1{r_j^3},\qquad b\ll r_j.$$

There is no term linear in $b$. For a square array with the calculated spacing of 1.82 nm, the gain is 6.7 meV. At a depth of two spacings the separate nature of the ions is no longer felt. As a test of the sums only, since this depth already lies beyond the donor layer, the lattice field there plus the surface value of $F_D$ agreed with $F$ to within 0.1%.

The total pull of 11.0 meV, used alone in place of $\delta$, gives a boost over the neutral rate of

$$1+0.0444\left(e^{0.0110/0.02585}-1\right)\approx1.02.$$

Even the full average field would give only 2.6. With the donors averaged into a uniform charge, the pull has the right sign but, acting alone, is too weak. A donor placed 1 nm below the ion adds 13.5 meV in place of the average donor contribution. One only 0.5 nm below would add about 105 meV if the ion is treated as a point, or about 67 meV if it is smeared as in section 4, so the average understates the pull on ions that happen to sit above a donor. Their effect on the total rate is not calculated here.

## 6. Weighing the contributions

With the polarization easing alone, the boosts over the neutral rate are

$$1+0.0444\times2182\approx98\quad\text{(heavy)},\qquad
1+1.23\times10^{-4}\times2182\approx1.27\quad\text{(light)}.$$

Their ratio is 77. Polarization makes a charged atom effective; doping decides how many there are. The pull of section 5 is not negligible once it is added to $\delta$: it multiplies the charged channel at heavy doping by $e^{0.0110/0.02585}\approx1.5$ and would raise the ratio to about 118. The ratios below leave it out. The ratio stays below the ceiling of 360 because neutral atoms carry most of the etching at light doping.

The charged and neutral channels are equal when $f(G-1)=1$, or $f\approx4.6\times10^{-4}$, just above $10^{16}$ cm⁻³ here. Below this the rate flattens; well above it the square root appears. With the model values $E_0=0.85$ eV and $\nu=10^{13}$ s⁻¹, the rate rises from 0.54 to 0.80 nm/min between $10^{15}$ and $10^{16}$ cm⁻³, a factor of 1.5. Between $10^{19}$ and $10^{20}$ cm⁻³ it rises from 13 to 42 nm/min, a factor of 3.2, close to $\sqrt{10}$.

A second case separates the effect of electrons from that of dopants as such. In p-type silicon with $10^{18}$ acceptors per cm³, the chlorine level lies far above the Fermi level. Flat bands give an upper bound on $f$, since negative surface charge would raise the level further. The bound is $4.6\times10^{-8}$, so the boost exceeds 1 by at most about $10^{-4}$.

Heating to 400 K, with $\Delta$, $E_0$ and $\delta$ held fixed, lowers the heavy-to-light ratio to 15 if holes are neglected. The main reason is that $G$ falls to $e^{0.1988/0.0345}\approx320$. At this temperature holes outnumber the donors at the lightly doped surface and roughly double its charged fraction; including them gives a ratio of about 14.

## 7. Where the result is fragile

**The easing energy.** This is the weakest part, because a continuum permittivity is used at atomic distances. Changing $\delta$ by $-0.05$ or $+0.05$ eV changes the ratio to 14 or 235; reducing it by 0.10 eV leaves only 3.0. A permittivity of 4 gives $\delta=0.41$ eV, and a start 0.02 nm outside the interface gives 0.68 eV. The shape of the ion matters too: if its charge is spread normal to the surface with the same width $s$ as along it, $\delta$ rises to about 0.255 eV and the ratio to about 250. Acting the other way, a chlorine ion is larger than the atom and meets stronger short-range repulsion, which the model omits. If this cost exceeded the polarization gain, the doping effect would reverse, though only slightly: with about 4% of the sites charged, heavy doping could slow etching by at most about 4%. The calculation shows that the mechanism can give a ratio of this size at 300 K for the chosen parameters, not that it is the cause in real etching.

**The acceptor level.** A shift of 0.1 eV down or up in $\Delta$ on the heavy-doping side, of the kind that gap narrowing may cause, gives a ratio of 72 or 82. The effect is small because $N_-$ varies roughly as $\sqrt\psi$. A larger correction comes from the ions themselves. At heavy doping the repulsion between two ions at the mean spacing is about $3kT$ when screening by the mobile electrons 3 nm below is included (nearly $5kT$ without it), so mobile charges avoid one another and the mean-field occupation is probably too low. In the limiting case of a square lattice, their level would deepen by about 0.36 eV at the mean-field spacing (0.41 eV once the spacing shrinks with the added charge) and the ratio would rise to about 95 or 96. The random positions of the donors, averaged out here, matter too: at heavy doping they spread the acceptor levels by roughly 0.2 eV, which by itself could raise the ratio to about 90.

**Electron supply.** Electrons must cross the raised bands to recharge the surface. If they only pass over the barrier, and each one that reaches a neutral site is captured, about 95% of the charged fraction survives at both dopings and the ratio is 75. The fast-exchange assumption of section 2 does not hold on this route: at the equilibrium band bending each charged atom exchanges its electron about 18 times per second but enters at about 115 s⁻¹. The effect on $f$ is small because a drop of a few $kT$ in $\psi$ restores the supply while $N_-$ varies only as $\sqrt\psi$. Less efficient capture would reduce the charged fraction further at light doping. At heavy doping, a rough estimate of tunnelling gives $10^{21}$ electrons cm⁻² s⁻¹, far above the required $3.5\times10^{15}$.

**Holes.** At light doping and 300 K the surface hole density is 0.37 of $N_D$. Holes add about $kT\times0.37$ to the bracket for $N_-^2$, which is close to $\psi-kT=0.542$ eV. This is a 1.8% change, or 0.9% in $N_-$.

## 8. Beside real etching

Strong sideways etching of n⁺ polysilicon by chlorine atoms is a known process problem, with enhancements over undoped material of very roughly ten to a hundred. The model ratio lies in that range, but its sensitivity to $\delta$ forbids reading this as a prediction. The absolute rates follow from the chosen $E_0$ and are illustrative. The temperature dependence does not match either: the model's apparent activation energy falls from about 0.81 eV at light doping to about 0.65 eV at heavy doping, whereas reported chlorine-atom etching of n-type silicon has about 0.2 eV, nearly independent of doping, with the doping effect mainly in the prefactor. At a chlorine-atom pressure of 0.01 Torr, removal as SiCl₄ would use 0.4% of the arriving atoms at the highest rate, so full sites require a larger uptake probability than that.

Two assumptions can fail in practice. Some dopants may be inactive: if $10^{19}$ cm⁻³ supply electrons instead of $10^{20}$, the ratio falls from 77 to $13.15/0.543\approx24$. Ion bombardment also adds a rate. If it contributes 100 nm/min at either doping, the ratio on a bombarded floor is $(100+41.9)/(100+0.54)\approx1.4$, while an unbombarded sidewall keeps the full contrast.

In atomic-layer etching, the chlorine dose should modify one layer and then stop. At the steady model rates, a one-second dose of chlorine atoms that keeps the sites filled removes 0.009 nm of lightly doped silicon but 0.70 nm of the heavily doped material. One atomic layer is $N_0/N_{\rm Si}=0.136$ nm thick, where $N_{\rm Si}=4.99\times10^{22}$ cm⁻³, so the latter loss is about five layers. Under these conditions the chlorine step is no longer self-limiting. The remaining values are in the numerical output below.

## Computed values

```
T = 300 K, kT = 0.02585 eV, eps_Si = 11.7, gap = 1.12 eV
Acceptor depth = 0.60 eV, E0 = 0.85 eV, nu = 1e+13 1/s
Ion width s = 0.15 nm, saddle depth b = 0.20 nm
Site density N0 = 6.781e+14 cm^-2; Si density = 4.994e+22 cm^-3
Polarization energy at surface = 0.6699 eV
Polarization energy at saddle = 0.4711 eV
Easing delta = 0.1988 eV (finite differences 0.1988 eV)
Gain per charged atom G = 2183
Donors cm^-3 | Ec-EF eV | psi eV | N- cm^-2 | f | rate nm/min
1e+15 | 0.265 | 0.568 | 8.37e+10 | 1.23e-04 | 0.543
1e+16 | 0.205 | 0.597 | 2.72e+11 | 4.01e-04 | 0.802
1e+17 | 0.146 | 0.626 | 8.81e+11 | 1.30e-03 | 1.642
1e+18 | 0.086 | 0.655 | 2.85e+12 | 4.21e-03 | 4.358
1e+19 | 0.024 | 0.687 | 9.24e+12 | 1.36e-02 | 13.152
1e+20 | -0.064 | 0.743 | 3.01e+13 | 4.44e-02 | 41.933
Neutral-only rate = 0.428 nm/min
Heavy/light rate ratio (1e20 / 1e15 cm^-3) = 77.2
Boost over neutral: heavy 97.9, light 1.269
Ceiling f_h/f_l = 360; mean exponent of N- in N_D = 0.511
Depletion width: heavy 3.01 nm, light 837 nm
Mean surface field, heavy = 4.66 MV/cm
Donor field on one ion, heavy = 0.367 MV/cm
Ion spacing, heavy = 1.82 nm
Pull energy: donors 7.3 meV, neighbours 6.7 meV
Pull energy if the mean field acted = 93.2 meV
Boost by pull alone = 1.032; by mean field alone = 2.59
Gain from a donor 1 nm below the ion = 13.5 meV
Ratio for delta = 0.099 eV: 3.0
Ratio for delta = 0.149 eV: 14.4
Ratio for delta = 0.249 eV: 234.6
Ratio for delta = 0.299 eV: 334.1
delta with permittivity 4 = 0.414 eV
delta for a start 0.02 nm outside = 0.680 eV
Ratio at 400 K = 14.7
p-type 1e18 cm^-3: f below 4.6e-08, boost below 1.00010
Ratio with finite electron supply, no tunnelling = 75.1
Charged fraction kept: heavy 0.963, light 0.953
Electron flux, heavy: needed 3.5e+15, tunnelling 1.5e+21 cm^-2 s^-1
Ion correlation shifts the level by 0.364 eV; ratio 94.7
Ratio, heavy-side level -0.1 / +0.1 eV: 71.6 / 82.3
Surface holes / donors, light = 0.374
Cl flux at 0.01 Torr = 3.41e+18 cm^-2 s^-1
Share of Cl flux used on heavy doping (4 Cl per Si) = 4.10e-03
```
